# End Resistance of a Planar Contact and the Sheet Beneath It, part 1

(Sections cited here and not found follow in the second part.)

## 1. The contact with an open far end

Two contacts, each 4 µm long and 20 µm wide, both have a front resistance of 21.2 Ω. In the first, the sheet beneath the metal has 150 Ω per square; in the second it has 400 Ω per square, the same as the sheet outside. A voltmeter at the front edge cannot tell them apart. At the far edge, where no current leaves, the first contact shows 8.62 Ω and the second 0.97 Ω. The factor of nearly nine comes from the way the current dies out beneath the metal, and it allows the sheet resistance there to be measured instead of assumed.

### Setting and conventions

A conducting sheet lies in a plane. A metal strip covers it from $x=0$, the front edge, to $x=d$, the far edge, over the full width $W$ of the conducting mesa. The sheet resistance is $R_k$ beneath the metal and $R_s$ outside it, both in ohms per square. The specific contact resistivity $\rho$, an area times a resistance, relates the current density $J$ crossing from sheet to metal to the local potential difference.

Let $V(x)$ be the potential of the sheet minus that of the metal, and let $i(x)$ be the current in the sheet, counted positive towards increasing $x$. A positive $V$ drives current from the sheet into the metal, so that $J=V/\rho$.

The assumptions are these.

1. Conduction is steady and linear.
2. The metal is an equipotential.
3. $R_k$ and $\rho$ are uniform beneath the metal, and the sheet resistance changes abruptly at its edges.
4. The sheet is so thin that one potential describes its whole depth at each $x$.
5. Nothing varies across the width.
6. The voltmeter draws no current.

Define the transfer length $L$, the reduced contact length $u$ and the resistance $Z$:

$$L=\sqrt{\rho/R_k},\qquad u=d/L,\qquad Z=R_kL/W .$$

**Theorem.** Let a current $I>0$ enter the covered sheet at $x=0$ and leave through the metal, with no sheet current at $x=d$. Under the assumptions above:

(a) The front and end resistances are

$$R_f\equiv\frac{V(0)}{I}=Z\coth u,\qquad R_e\equiv\frac{V(d)}{I}=\frac{Z}{\sinh u}.$$

(b) Any pair of values with $R_f>R_e>0$ belongs to one pair $(R_k,\rho)$, given by

$$u=\operatorname{arcosh}\frac{R_f}{R_e},\qquad R_k=\frac{W}{d}\,u\sqrt{R_f^2-R_e^2},\qquad \rho=\frac{Wd}{u}\sqrt{R_f^2-R_e^2}.$$

(c) At fixed $R_f$, $d$ and $W$, the end resistance falls strictly as $R_k$ rises. If $R_e^{0}$ is the value predicted from $R_f$ with $R_k=R_s$, then $R_e>R_e^{0}$ means $R_k<R_s$, and $R_e<R_e^{0}$ means $R_k>R_s$.

Part (a) is proved in this half, together with the reason why a third contact reads $V(d)$. Parts (b) and (c) follow in the second half.

**Lemma 1 (circuit equations).** Beneath the metal,

$$\frac{dV}{dx}=-\frac{R_k}{W}\,i,\qquad \frac{di}{dx}=-\frac{W}{\rho}\,V .$$

*Proof.* Take a slice of the sheet between $x$ and $x+\Delta x$. It is $\Delta x$ long and $W$ wide, so its resistance along $x$ is $R_k\Delta x/W$. Current flowing towards $+x$ lowers the potential in that direction. Since the metal potential is constant, the change in sheet potential equals the change in $V$:

$$V(x+\Delta x)-V(x)=-\frac{R_k\Delta x}{W}\,i(x)$$

to first order in $\Delta x$. The slice also passes the current $JW\Delta x=VW\Delta x/\rho$ to the metal. In the steady state no charge accumulates, so the sheet current loses this amount:

$$i(x+\Delta x)-i(x)=-\frac{W\Delta x}{\rho}\,V(x).$$

Dividing both relations by $\Delta x$ and letting $\Delta x\to0$ gives the lemma. ∎

**Lemma 2 (profiles).** With $i(0)=I$ and $i(d)=0$,

$$V(x)=IZ\,\frac{\cosh[(d-x)/L]}{\sinh u},\qquad i(x)=I\,\frac{\sinh[(d-x)/L]}{\sinh u}.$$

*Proof.* Differentiate the first circuit equation and insert the second:

$$\frac{d^2V}{dx^2}=-\frac{R_k}{W}\frac{di}{dx}=\frac{R_k}{\rho}V=\frac{V}{L^2}.$$

The condition at the far edge is easiest to impose when distance is measured from there, so write the general solution as

$$V=A\cosh\frac{d-x}{L}+B\sinh\frac{d-x}{L}.$$

The derivative of $(d-x)/L$ is $-1/L$, hence

$$\frac{dV}{dx}=-\frac1L\left[A\sinh\frac{d-x}{L}+B\cosh\frac{d-x}{L}\right].$$

The first circuit equation gives $i=-(W/R_k)\,dV/dx$. The two minus signs cancel, and $W/(R_kL)=1/Z$, so

$$i=\frac1Z\left[A\sinh\frac{d-x}{L}+B\cosh\frac{d-x}{L}\right].$$

At $x=d$ this is $B/Z$, which must vanish, so $B=0$. At $x=0$ it is then $A\sinh u/Z$, which must equal $I$, so $A=IZ/\sinh u$. Both constants are fixed because $\sinh u\neq0$ for $d>0$. ∎

*Proof of part (a).* Put $x=0$ in the potential to obtain $V(0)=IZ\cosh u/\sinh u$. Put $x=d$, where the hyperbolic cosine is one, to obtain $V(d)=IZ/\sinh u$. Division by $I$ gives the two resistances. ∎

**Remark (what "open" means).** An open end forces the sheet current to zero, and with it the slope of $V$. It does not force $V$ to zero. The sheet at the far edge still stands above the metal in potential and still feeds current into it. Since $J=V/\rho$, the current density there is a fraction $R_e/R_f=1/\cosh u$ of that at the front edge. In the contact with 150 Ω per square, $\cosh u=2.46$, so the far edge works at 41 % of the front density.

**Remark (short contact).** For small $u$, use $\cosh u\approx1+u^2/2$ and $\sinh u\approx u(1+u^2/6)$, so that $1/\sinh u\approx(1-u^2/6)/u$. Multiplying out and keeping the first correction gives

$$\coth u\approx\frac1u\left(1+\frac{u^2}{2}-\frac{u^2}{6}\right)=\frac1u+\frac u3,\qquad \frac1{\sinh u}\approx\frac1u-\frac u6 .$$

The definitions give $Z/u=R_kL^2/(Wd)=\rho/(Wd)$ and $Zu=R_kd/W$. Therefore

$$R_f\approx\frac{\rho}{Wd}+\frac{R_kd}{3W},\qquad R_e\approx\frac{\rho}{Wd}-\frac{R_kd}{6W}.$$

The leading term is the interface resistance of the whole area. The difference, $R_kd/(2W)$, also has a direct meaning: when the metal collects current uniformly, the sheet current falls linearly from $I$ to zero, its mean is $I/2$, and the voltage along the sheet is half of $IR_kd/W$. The sheet beneath a short contact thus shows itself as a small difference between two nearly equal resistances.

**Remark (long contact).** For large $u$, $\coth u\to1$ and $1/\sinh u\to2e^{-u}$. The front resistance tends to $Z=\sqrt{\rho R_k}/W$ and no longer depends on $d$. The end resistance tends to $2Ze^{-u}$ and is soon lost in measurement noise. A contact that is to reveal $R_k$ must therefore be neither very short nor very long compared with $L$; the second half makes this quantitative.

**Remark (where the power goes).** The power $I^2R_f$ is spent partly at the interface and partly in the sheet. With $y=(d-x)/L$, the interface part is

$$\int_0^d\frac{W V^2}{\rho}\,dx=\frac{WLZ^2I^2}{\rho\sinh^2u}\int_0^u\cosh^2y\,dy .$$

Here $WLZ/\rho=R_kL^2/\rho=1$, which leaves one factor $Z$. Since $\cosh^2y=(1+\cosh2y)/2$, the integral is $u/2+\sinh(2u)/4=(u+\sinh u\cosh u)/2$. The interface part is therefore

$$\frac{I^2Z}{2}\left(\coth u+\frac{u}{\sinh^2u}\right).$$

The sheet part is $\int_0^d i^2(R_k/W)\,dx$. Its prefactor is $R_kL/W=Z$, and $\sinh^2y=(\cosh2y-1)/2$ reverses the sign of the term in $u$:

$$\frac{I^2Z}{2}\left(\coth u-\frac{u}{\sinh^2u}\right).$$

The sum is $I^2Z\coth u=I^2R_f$, as energy conservation requires. In a long contact the two parts become equal; in a short one the interface takes nearly all the power.

### How the end voltage is read

The far edge lies under the metal's rim and cannot be touched with a probe. A neighbouring contact serves instead. Let three equal contacts, 1, 2 and 3, stand in a row on one mesa with gaps $g$ between neighbours, and let the mesa end at the outer edges of contacts 1 and 3.

**Lemma 3 (floating contact).** Send $I$ into metal 1 and out of metal 2, with metal 3 connected to a voltmeter alone. Then metal 3 stands above metal 2 by $IR_e$.

*Proof.* The sheet in the gap between contacts 2 and 3 has no outlet, so its current $i_g$ is the same throughout the gap. All of it enters the sheet beneath contact 3. It cannot leave at the outer edge, where the mesa ends, so it would have to leave through metal 3. The net current of metal 3 is zero, hence $i_g=0$.

This has two consequences. First, the sheet current at the far edge of contact 2 vanishes, which is the condition of the theorem, and the gap has the uniform potential of that edge. Second, the sheet beneath contact 3 carries no current at either edge. By the proof of Lemma 2 with $I=0$, both constants vanish and $V=0$ there, so metal 3 has the potential of the sheet below it. Metal 3 therefore stands at the sheet potential of the far edge of contact 2, which exceeds that of metal 2 by $V(d)=IR_e$. ∎

The total resistance between contacts 1 and 2 is a series sum. Current spreads from metal 1 into the sheet as the mirror image of its collection by metal 2, so each contact contributes $R_f$, and the gap contributes $R_sg/W$:

$$R_{12}=2R_f+\frac{R_s}{W}\,g .$$

Measured for several gaps, this line yields $R_s$ from its slope and $2R_f$ from its intercept. It contains no further information about the contact.

**Lemma 4 (end resistance from three totals).** Let $R_{13}$ be the resistance between contacts 1 and 3 with metal 2 floating. Then

$$R_{12}+R_{23}-R_{13}=2R_e .$$

*Proof.* The current $I$ now enters the sheet beneath contact 2 at $x=0$ and leaves it at $x=d$. The equations are linear, so this state is the sum of two: a current $I$ fed in at the front edge and collected by the metal, and a current $-I$ fed in at the far edge and collected by the metal. The net metal current is zero, as it must be. By Lemma 2 and its mirror image,

$$V(x)=\frac{IZ}{\sinh u}\left[\cosh\frac{d-x}{L}-\cosh\frac xL\right].$$

At $x=0$ the bracket is $\cosh u-1$ and at $x=d$ it is $1-\cosh u$. The voltage along the covered sheet, divided by $I$, is therefore

$$\frac{V(0)-V(d)}{I}=\frac{2Z(\cosh u-1)}{\sinh u}=2(R_f-R_e)=2Z\tanh\frac u2 ,$$

where the last form uses $\cosh u-1=2\sinh^2(u/2)$ and $\sinh u=2\sinh(u/2)\cosh(u/2)$. Adding the two outer contacts and the two gaps gives

$$R_{13}=2R_f+\frac{2R_sg}{W}+2(R_f-R_e).$$

Since $R_{12}+R_{23}=4R_f+2R_sg/W$, subtraction leaves $2R_e$. ∎

For the contact with 150 Ω per square and gaps of 5 µm, a resistor network of the whole structure, with cells 0.05 µm long, gives $R_{12}=142.392$ Ω and $R_{13}=267.552$ Ω; the formula for $R_{13}$ gives 267.549 Ω. By symmetry $R_{23}=R_{12}$, so $R_e=(284.784-267.552)/2=8.616$ Ω. This route subtracts large numbers: an error of 0.1 % in $R_{13}$ alone, or 0.27 Ω, shifts $R_e$ by 0.13 Ω, which is 1.6 % of it. The direct voltage reading of Lemma 3 avoids the subtraction.

## 2. Recovering the sheet resistance beneath the metal

A contact of length $d$ and width $W$ covers a sheet of resistance $R_k$ per square; outside the metal the value is $R_s$. With contact resistivity $\rho$, the transfer length is $L=\sqrt{\rho/R_k}$, and $u=d/L$, $Z=R_kL/W$. When current $I$ enters at the front edge and none passes the far edge, the sheet stands above the metal by $V(x)=IZ\cosh[(d-x)/L]/\sinh u$. The front and end resistances are

$$R_f=Z\coth u,\qquad R_e=Z/\sinh u .$$

$R_f$ and $R_s$ come from the total resistance at several gaps, and $R_e$ from the voltage of a floating third contact. The remaining claims of the theorem are the inversion (b) and the criterion (c).

*Proof of part (b).* Division gives $R_f/R_e=\cosh u$. For $u>0$ the hyperbolic cosine rises strictly from one to infinity, so each ratio above one determines one $u$. Next, since $\coth^2u-1/\sinh^2u=1$,

$$R_f^2-R_e^2=Z^2 .$$

The definitions give $Zu=R_kd/W$ and $Z/u=\rho/(Wd)$. Solving these for $R_k$ and $\rho$, with $Z=\sqrt{R_f^2-R_e^2}$, gives the stated formulas. Conversely, the values so obtained reproduce $u$ and $Z$, and hence both resistances. ∎

*Proof of part (c).* From $R_f=Z\coth u$ we have $Z=R_f\tanh u$, so

$$R_k=\frac{WR_f}{d}\,u\tanh u,\qquad \rho=WdR_f\,\frac{\tanh u}{u},\qquad R_e=\frac{R_f}{\cosh u}.$$

Keep $R_f$, $d$ and $W$ fixed and let $u$ run from zero to infinity. Both factors of $u\tanh u$ rise, so $R_k$ rises strictly from zero to infinity, while $R_e$ falls strictly from $R_f$ to zero. To each assumed $R_k$ belongs one $R_e$, and a larger $R_k$ means a smaller $R_e$. Applied to $R_k=R_s$, this is the criterion. ∎

The three expressions describe a whole family of contacts with the same front resistance. Along it $\rho$ falls as $R_k$ rises, because the derivative of $\tanh u/u$ has the sign of $u-\sinh u\cosh u$, which is negative for $u>0$. A resistive interface over a good sheet and a good interface over a resistive sheet can look alike from the front. The end resistance selects the member.

The front and end resistances together determine both $R_k$ and $\rho$, and at a given front resistance the end resistance shows whether the sheet beneath the metal has a higher or lower resistance than the sheet outside. What remains is to work through the example, find how measurement errors and contact length affect the result, and examine departures from the model.

All numerical values are calculated from the stated model.
